Helium's Hartree-Fock polarizability: why the orbital sum fails

**Problem**

A helium atom in its ground state is placed in a weak static uniform field. Find its dipole polarizability α in the Hartree-Fock approximation. Decide what changes if the response of the electron repulsion is neglected, with and without self-interaction in the perturbed orbital, and compare the results with the correlated value.

Hartree atomic units are used. The nucleus is a fixed point charge and relativity is left out. A field F along +z adds F(z₁+z₂) to the Hamiltonian, because the electron charge is −1. Both electrons occupy one real, normalized orbital, φ + Fφ₁ to first order in F. Without the field φ is spherical and φ₁ is odd in z, so ⟨φ|φ₁⟩ = 0. Each electron has ⟨z⟩ = 2F⟨φ|z|φ₁⟩. The dipole moment of the two is −4F⟨φ|z|φ₁⟩, and setting it equal to αF gives

α = −4⟨φ|z|φ₁⟩.

**A tempting solution**

Let h₀ = −∇²/2 − 2/r. Let J be the Coulomb potential of one electron in φ, and K its exchange operator:

J(r) = ∫φ(r′)²/|r−r′| d³r′,  (Kχ)(r) = φ(r)∫φ(r′)χ(r′)/|r−r′| d³r′.

The orbitals are eigenfunctions of the Fock operator f = h₀ + 2J − K, with fφ = εφ and fφₐ = εₐφₐ for the empty ones. Ordinary first-order perturbation theory with the perturbation z then gives

φ₁ = −Σₐ φₐ⟨φₐ|z|φ⟩/(εₐ−ε),

α = 4 Σₐ ⟨φₐ|z|φ⟩²/(εₐ−ε).

The sum includes the continuum. Its value is 0.997 bohr³. It looks like the Hartree-Fock answer, since it uses nothing but Hartree-Fock orbitals and energies.

**Where it fails**

The sum solves (f−ε)φ₁ = −zφ, which treats z as the whole first-order change of the Fock operator. But f is built from the occupied orbital. When φ changes, J and K change too, also at first order in F. Define

v₁(r) = ∫φ(r′)φ₁(r′)/|r−r′| d³r′.

Since φ² changes by 2Fφφ₁, the change of J per unit field is δJ = 2v₁. In K the orbital φ occurs twice, so the product rule gives

(δK)φ = φ₁∫φ²/|r−r′| d³r′ + φ∫φ₁φ/|r−r′| d³r′ = Jφ₁ + v₁φ.

The term missing from the left side of the equation is therefore

δ(2J−K)φ = 4v₁φ − Jφ₁ − v₁φ = 3v₁φ − Jφ₁.

Add it to (f−ε)φ₁, using Kφ₁ = v₁φ:

(h₀+2J−ε)φ₁ − v₁φ + 3v₁φ − Jφ₁ = −zφ,

(h₀+J−ε)φ₁ + 2v₁φ = −zφ.

There is no first-order ε on the right, because reversing F cannot change the orbital energy.

Two things were wrong at once. First, φ₁ felt 2J − K, the repulsion of two electrons reduced by an exchange term. On φ itself (J−K)φ = 0, so the self-interaction cancels, but on φ₁ the cancellation is incomplete. The correct equation has a single J. Second, the potential 2v₁, due to the displacement of the other electron, was absent.

Curing the first fault alone gives another uncoupled equation, (h₀+J−ε)φ₁ = −zφ. It is free of self-interaction but still lacks the coupling. The three cases are Mφ₁ = −zφ with

- M_S = h₀ + 2J − K − ε, uncoupled, with self-interaction;
- M_0 = h₀ + J − ε, uncoupled, without it;
- M_C = h₀ + J − ε + 2K, coupled Hartree-Fock.

M_0 also has a meaning in density functional theory. For two electrons in one orbital the exchange energy is minus half the Hartree energy, so the exchange potential is minus half the Hartree potential 2J. The exact-exchange Kohn-Sham operator is then h₀ + J for all orbitals, and M_0 gives its independent-particle response. Including the change of J restores the coupled equation. This identity relies on there being one doubly occupied orbital.

**The radial equation**

Write φ = u(r)/(r√(4π)), with ∫u²dr = 1, and φ₁ = p(r)cosθ/(r√(4π)). For angular momentum l = 1 the centrifugal term is l(l+1)/(2r²) = 1/r². The product φφ₁ equals u p cosθ/(4πr²). In the multipole expansion of 1/|r−r′| only the l = 1 term survives, and its angular integral gives (4π/3)cosθ. Hence v₁ = v(r)cosθ with

v(r) = (1/3)∫₀^∞ (r_</r_>²) u(r′)p(r′) dr′,

where r_< and r_> are the smaller and larger of r and r′. Multiplying the coupled equation by r√(4π)/cosθ gives

−p″/2 + p/r² + (−2/r + J − ε)p + 2vu = −ru,

with p = 0 at the origin and at infinity. The angular average of cos²θ is 1/3, so

α = −(4/3)∫₀^∞ r u p dr.

First u and ε follow from −u″/2 + (−2/r+J)u = εu, iterated until J and u agree. This gives ε = −0.91796 hartree. Next, v is linear in p. On a grid it is a matrix acting on p, obtained by solving the Poisson equation for w = rv,

w″ − 2w/r² = −up/r,

with w(0) = 0 and w falling as 1/r outside the atom. The coupled equation is then one set of linear equations for the values of p. Its solution gives

α = 1.322 bohr³ = 0.196 Å³.

A separate check uses the definition. The Hartree-Fock energy in a finite field is E(F) = E(0) − αF²/2 + …, so α ≈ 2[E(0)−E(F)]/F². With F = 0.002 this also gives 1.322 bohr³.

**A limit solvable by hand**

Without electron repulsion, and with nuclear charge Z, u = 2Z^(3/2) r e^(−Zr) and ε = −Z²/2. Put p = −gu. The terms in which g is not differentiated, apart from g/r², cancel by the equation for u. With u′/u = 1/r − Z there remains

−g″/2 − g′(1/r−Z) + g/r² = r.

Try g = Ar + Br². The left side becomes (AZ − 2B) + 2BZr, so B = 1/(2Z) and A = 1/Z². With ⟨r²⟩ = 3/Z² and ⟨r³⟩ = 15/(2Z³),

α = (4/3)(A⟨r²⟩ + B⟨r³⟩) = (4/3)(3 + 15/4)/Z⁴ = 9/Z⁴.

For Z = 2 this is 0.5625 bohr³, which the radial solver reproduces. Repulsion more than doubles the polarizability of helium, to 1.322. In two-electron ions of large Z, lengths scale as 1/Z, nuclear attraction as Z² and repulsion as Z. All three variants then approach 9/Z⁴, and their relative differences shrink as 1/Z.

**Comparison of the variants**

The correlated value is α = 1.383 bohr³ (0.205 Å³). It comes from wave functions that contain the distance r₁₂ explicitly, and it changes by about 0.0001 bohr³ when the polynomial degree is raised from 5 to 6. It still omits nuclear motion and relativity. Errors are relative to this value:

- uncoupled, with self-interaction: 0.997 bohr³, −27.9 %;
- coupled Hartree-Fock: 1.322 bohr³, −4.4 %;
- uncoupled, without self-interaction: 1.487 bohr³, +7.5 %.

For the coupled result, 1.3222/1.3832 − 1 = −0.044. This remaining error is, by definition, electron correlation.

The order of the three can be proved. The expectation value ⟨χ|K|χ⟩ is the Coulomb interaction of the charge distribution φχ with itself, so it is not negative. For a p function χ = q(r)cosθ/(r√(4π)), the angular integrals give

⟨χ|J|χ⟩ = (1/3)∬ u(r)²q(r′)²/r_> dr dr′,

3⟨χ|K|χ⟩ = (1/3)∬ u(r)q(r)u(r′)q(r′) r_</r_>² dr dr′.

Use r_</r_>² ≤ 1/r_>, and then |ab| ≤ (a²+b²)/2 with a = u(r)q(r′) and b = u(r′)q(r). The result is 3K ≤ J on p functions. Now

M_C − M_0 = 2K ≥ 0,  M_S − M_C = J − 3K ≥ 0.

M_0 itself is positive on p functions, since the lowest p level of h₀ + J, −0.127 hartree, lies above ε. For a positive M, with s = zφ, completing the square gives

⟨s|M⁻¹|s⟩ = max over χ of (2⟨χ|s⟩ − ⟨χ|M|χ⟩).

A larger M lowers the bracket for each χ, and so lowers the maximum. Since α = 4⟨s|M⁻¹|s⟩, it follows that α_S ≤ α_C ≤ α_0, as the numbers show.

**What the numbers mean**

If all excitations had one energy Δ, completeness would give α = 4⟨z²⟩/Δ. With ⟨z²⟩ = 0.3949 bohr², the coupled value corresponds to Δ = 1.5798/1.3222 = 1.195 hartree. The uncoupled values are 1.584 with self-interaction and 1.062 without.

The first lies above the second because M_S − M_0 = J − K, an extra repulsion, is positive on p functions by the bound 3K ≤ J. It also lies above the coupled value, because the same bound makes J − K at least as large as the coupling term 2K. Far out, the extra J − K also changes the character of the lowest p level. In h₀ + J an electron far out feels −2/r + 1/r = −1/r, the attraction of the ion left behind. This supports the bound p level at −0.127 hartree. In the Fock operator it feels −2/r + 2/r = 0, a neutral atom. The lowest p level found there is positive and falls from 0.0175 to 0.0112 hartree when the box grows from 24 to 30 bohr. This is the behaviour of a continuum state, not of a bound one.

Dropping the coupling has the opposite effect. At the radii listed in the numerical output p is negative: the electrons move against z. The potential 2v₁ of the displaced partner then opposes Fz and screens it. Inserting this screening repeatedly, starting from the uncoupled solution of M_0, gives

1.487, 1.294, 1.327, 1.321, 1.322 bohr³.

The values alternate because each step screens with the response of the previous one: too large a response screens too much, and the next is too small.

**A force test**

The displaced electrons produce a field at the nucleus. Its ratio to the applied field, counted positive when opposed, is

β = −4⟨φ₁|z/r³|φ⟩ = −(4/3)∫₀^∞ u p/r² dr.

A neutral atom at rest in a uniform field needs β = 1, or its nucleus would feel a net force. The coupled equation guarantees this. Let V = −2/r + J. Differentiating (h₀+J−ε)φ = 0 gives

(h₀+J−ε)∂φ/∂z = −(∂V/∂z)φ.

Project the coupled equation on ∂φ/∂z. Its first term becomes −⟨φ₁|∂V/∂z|φ⟩. Its second is ∫v₁ ∂(φ²)/∂z d³r, which equals ⟨φ₁|∂J/∂z|φ⟩ after the order of the two Coulomb integrations is exchanged. The right side is −½∫z ∂(φ²)/∂z d³r = +½, by partial integration. The J terms cancel, and ∂(−2/r)/∂z = 2z/r³, so

−2⟨φ₁|z/r³|φ⟩ = ½,  that is β = 1.

The computed coupled value is 1.0000. Without the coupling term the J contribution stays, and the same steps give β = 1 + 2⟨φ₁|∂J/∂z|φ⟩ for M_0. J falls with distance and φ₁ is opposite in sign to z, so the extra term is positive; the computed β is 1.236. With self-interaction β is 0.833. Both uncoupled variants leave a net force on the nucleus of a neutral atom, a fault that can be seen without knowing the correlated polarizability.

Values computed for the example and the checks

```
All values in Hartree atomic units unless a unit is given
orbital energy eps               -0.917956 hartree
Hartree-Fock total energy        -2.861680 hartree
<z^2> per electron               0.39494 bohr^2
radial functions: r, u, p coupled, p no-SI, p with-SI
  0.5   0.92412  -0.18686  -0.23716  -0.16014
  1.0   0.78929  -0.46137  -0.55214  -0.36916
  2.0   0.33316  -0.65191  -0.71866  -0.48087
  3.0   0.11471  -0.47328  -0.50122  -0.33864
  4.0   0.03638  -0.25696  -0.26666  -0.18193
polarizability (bohr^3), error against correlated value (percent)
  uncoupled, with self-interaction  0.9972 -27.9
  coupled Hartree-Fock              1.3222 -4.4
  uncoupled, no self-interaction    1.4871 +7.5
mean excitation energy 4<z^2>/alpha (hartree)
  uncoupled, with self-interaction  1.5841
  coupled Hartree-Fock              1.1948
  uncoupled, no self-interaction    1.0623
induced field at nucleus / applied field, opposing (no unit)
  uncoupled, with self-interaction  0.8333
  coupled Hartree-Fock              1.0000
  uncoupled, no self-interaction    1.2364
lowest p level of h0+J           -0.12743 hartree
lowest p level of Fock, box 24   0.01750 hartree
lowest p level of Fock, box 30   0.01121 hartree
screening iterates (bohr^3)      1.4871 1.2943 1.3272 1.3214 1.3224
largest K/J ratio on p functions 0.2020
finite field used                0.002 a.u.
finite-field Hartree-Fock alpha  1.3222 bohr^3
sum over states, no SI           1.4871 bohr^3
sum over states, with SI         0.9972 bohr^3
bare Z=2 limit, radial solver    0.5625 bohr^3
bare Z=2 limit, correlated code  0.5625 bohr^3
correlated energy, degree 5, 6   -2.903716 -2.903721 hartree
correlated alpha, degree 5, 6    1.3831 1.3832 bohr^3
coupled alpha converted          0.1959 angstrom^3
correlated alpha converted       0.2050 angstrom^3
```
